# Löwdin's rules for matrix elements between nonorthogonal determinants, part 1

(Sections cited here and not found follow in the second part.)

## From permutations to cofactors

Take two electrons, and two pairs of spin orbitals \(a_1,a_2\) and \(b_1,b_2\). No orthogonality is assumed, either within a pair or between the pairs. The first pair gives the determinant

\[
\Phi_A(x_1,x_2)=\frac{1}{\sqrt2}\left[a_1(x_1)a_2(x_2)-a_2(x_1)a_1(x_2)\right],
\]

where \(x\) stands for position and spin, and \(\Phi_B\) is built in the same way from the second pair. Write \(S_{ij}=\langle a_i|b_j\rangle\). The product of the two wave functions has four terms, and each integrates to a product of two orbital overlaps:

\[
\langle\Phi_A|\Phi_B\rangle=\tfrac12\left[S_{11}S_{22}-S_{12}S_{21}-S_{21}S_{12}+S_{22}S_{11}\right]
=S_{11}S_{22}-S_{12}S_{21}.
\]

This is the determinant of the matrix \(S\). The last two terms repeat the first two with the names of the electrons exchanged, which cancels the factor \(\tfrac12\). The same cancellation occurs for any operator that treats the electrons alike, so it is enough to keep the single product \(a_1(x_1)a_2(x_2)\) on the left and drop the \(\tfrac12\).

For a one-electron operator \(h(1)+h(2)\), with \(h_{ij}=\langle a_i|h|b_j\rangle\), this gives

\[
\langle\Phi_A|h(1)+h(2)|\Phi_B\rangle
=h_{11}S_{22}+h_{22}S_{11}-h_{12}S_{21}-h_{21}S_{12}.
\]

Each \(h_{ij}\) is multiplied by what remains of \(S\) when row \(i\) and column \(j\) are struck out, with the sign \((-1)^{i+j}\). The electron on which \(h\) acts has used up one orbital from each set, and the other electron contributes an overlap. An interaction \(g(1,2)\) uses up both electrons, and no overlap is left:

\[
\langle\Phi_A|g(1,2)|\Phi_B\rangle=\langle a_1a_2|g|b_1b_2\rangle-\langle a_1a_2|g|b_2b_1\rangle .
\]

In these integrals the first orbital on each side belongs to electron 1 and the second to electron 2.

For \(N\) electrons the same pattern holds, with determinants of what remains in place of single overlaps. Let

\[
\Phi_A=\frac{1}{\sqrt{N!}}\sum_Q \operatorname{sgn}(Q)\prod_{n=1}^N a_{Q(n)}(x_n),\qquad
\Phi_B=\frac{1}{\sqrt{N!}}\sum_P \operatorname{sgn}(P)\prod_{n=1}^N b_{P(n)}(x_n),
\]

where \(Q\) and \(P\) run over all permutations of \(1,\dots,N\), and \(\operatorname{sgn}\) is \(+1\) for even and \(-1\) for odd permutations. Let \(O\) be an operator that is unchanged when the electrons are renumbered. Then

\[
\langle\Phi_A|O|\Phi_B\rangle=\frac{1}{N!}\sum_{Q,P}\operatorname{sgn}(Q)\operatorname{sgn}(P)
\Big\langle \prod_n a_{Q(n)}(x_n)\Big|O\Big|\prod_n b_{P(n)}(x_n)\Big\rangle .
\]

For a fixed \(Q\), rename the integration variables by \(x_n=y_{Q(n)}\). On the left, orbital \(a_i\) now depends on \(y_i\) for every \(i\). On the right, the variable \(y_i\) belongs to the old number \(n=Q^{-1}(i)\), and so it carries the orbital \(b_{P(Q^{-1}(i))}\). The operator keeps its form. The sign of the combined permutation \(PQ^{-1}\) is \(\operatorname{sgn}(P)\operatorname{sgn}(Q)\), because an inverse has the same parity as the permutation itself. As \(P\) runs over all permutations, so does \(PQ^{-1}\). The sum over \(P\) therefore has the same value for each of the \(N!\) choices of \(Q\), and the prefactor cancels:

\[
\langle\Phi_A|O|\Phi_B\rangle=\sum_P\operatorname{sgn}(P)\,
\langle a_1(1)\cdots a_N(N)|O|b_{P(1)}(1)\cdots b_{P(N)}(N)\rangle .
\]

All three rules follow from this formula. For \(O=1\) the integral factorizes into one overlap per electron, and

\[
\langle\Phi_A|\Phi_B\rangle=\sum_P\operatorname{sgn}(P)\prod_{i=1}^N S_{iP(i)}=\det S .
\]

The last equality is the definition of a determinant. In particular, \(\langle\Phi_A|\Phi_A\rangle\) is the determinant of the matrix \(\langle a_i|a_j\rangle\). It equals 1 when the \(a_i\) are orthonormal, but the rules do not need that. For other orbitals the determinants are in general not normalized, and an expectation value has to be divided by this squared norm \(\langle\Phi_A|\Phi_A\rangle\).

Next take \(O=\sum_n h(n)\). In the term where \(h\) acts on electron \(i\), that electron contributes \(h_{iP(i)}\) and every other electron contributes an overlap:

\[
\Big\langle\Phi_A\Big|\sum_n h(n)\Big|\Phi_B\Big\rangle
=\sum_i\sum_P\operatorname{sgn}(P)\,h_{iP(i)}\prod_{m\ne i}S_{mP(m)} .
\]

Collect the permutations that send \(i\) to the same \(j\). The factor multiplying \(h_{ij}\) is

\[
C_{ij}=\sum_{P:\,P(i)=j}\operatorname{sgn}(P)\prod_{m\neq i}S_{mP(m)} .
\]

To evaluate it, replace row \(i\) of \(S\) by a row that has 1 in column \(j\) and 0 elsewhere. The determinant of the new matrix is \(C_{ij}\), because the new row removes every permutation with \(P(i)\neq j\) and gives a factor 1 to the others. Now move this row to the top by \(i-1\) interchanges of neighbouring rows, and column \(j\) to the front by \(j-1\) interchanges of neighbouring columns. Each interchange reverses the sign of the determinant, so the total sign is \((-1)^{i+j-2}=(-1)^{i+j}\). The first row is now \((1,0,\dots,0)\). A permutation contributes only if it leaves the number 1 in place, and its sign is then that of its action on the rest. Hence

\[
C_{ij}=(-1)^{i+j}\det\left(S\text{ without row }i\text{ and column }j\right),
\]

which is the first-order cofactor of \(S\), and

\[
\Big\langle\Phi_A\Big|\sum_n h(n)\Big|\Phi_B\Big\rangle=\sum_{i,j=1}^N h_{ij}\,C_{ij}.
\]

For \(N=3\), for example, \(h_{12}\) is multiplied by \(-(S_{21}S_{33}-S_{23}S_{31})\). The first product comes from the permutation that exchanges 1 and 2, which is odd. The second comes from the cyclic permutation \(1\to2\to3\to1\), which is even. The signs agree with the rule.

For the interaction \(O=\sum_{m<n}g(m,n)\), with \(g(m,n)=g(n,m)\), write

\[
g_{ik,jl}=\langle a_ia_k|g|b_jb_l\rangle .
\]

When \(g\) acts on electrons \(i\) and \(k\), these two contribute \(g_{ik,P(i)P(k)}\) and the others contribute overlaps. Collect the permutations with \(P(i)=j\) and \(P(k)=l\):

\[
C_{ik,jl}=\sum_{P:\,P(i)=j,\;P(k)=l}\operatorname{sgn}(P)\prod_{m\neq i,k}S_{mP(m)} .
\]

This is the determinant of \(S\) after row \(i\) has been replaced by a row with 1 in column \(j\) and row \(k\) by a row with 1 in column \(l\), all other entries of these two rows being zero. Let \(i<k\) and \(j<l\). Moving row \(i\) to the top takes \(i-1\) interchanges. Row \(k\) is still in place \(k\) after that, and moving it to the second place takes \(k-2\). The columns take \(j-1\) and \(l-2\) interchanges. The sign is \((-1)^{i+k+j+l-6}=(-1)^{i+k+j+l}\). The first two rows are now \((1,0,0,\dots)\) and \((0,1,0,\dots)\), which force a contributing permutation to leave 1 and 2 in place. What remains is the second-order cofactor

\[
C_{ik,jl}=(-1)^{i+k+j+l}\det\left(S\text{ without rows }i,k\text{ and columns }j,l\right).
\]

For \(N=2\) nothing remains, and the empty determinant counts as 1. If \(i\) is sent to \(l\) and \(k\) to \(j\) instead, the two replacement rows are interchanged and the determinant changes sign: \(C_{ik,lj}=-C_{ik,jl}\). The two assignments together give

\[
\Big\langle\Phi_A\Big|\sum_{m<n}g(m,n)\Big|\Phi_B\Big\rangle
=\sum_{i<k}\sum_{j<l}\left(g_{ik,jl}-g_{ik,lj}\right)C_{ik,jl}.
\]

The minus sign between the direct and the exchange integral is thus the relative parity of two permutations that differ by one interchange.

An equivalent form has unrestricted sums. The cofactor changes sign when either \(i,k\) or \(j,l\) are exchanged, and it is set to zero when two indices of a pair coincide. Exchanging both pairs at once changes neither \(C_{ik,jl}\) nor \(g_{ik,jl}\), the latter because \(g\) is symmetric in the electrons. Each term with \(i<k\) then has an equal partner with \(i>k\), and

\[
\Big\langle\Phi_A\Big|\sum_{m<n}g(m,n)\Big|\Phi_B\Big\rangle=\frac12\sum_{ikjl}g_{ik,jl}\,C_{ik,jl}.
\]

Operators with known matrix elements give a check on factors. If \(h=1\), the operator \(\sum_n h(n)\) is the number \(N\). The rule gives \(\sum_i\sum_jS_{ij}C_{ij}\). For each \(i\) the inner sum collects every permutation once and equals \(\det S\), so the total is \(N\det S\), as it must be. If \(g=1\), the operator is the number of pairs, \(N(N-1)/2\). For each pair \(i<k\), the sum \(\sum_{j<l}(S_{ij}S_{kl}-S_{il}S_{kj})C_{ik,jl}\) again collects every permutation once, and the total is \(\tfrac12N(N-1)\det S\).

The electronic Hamiltonian at fixed nuclei is \(H=\sum_nh(n)+\sum_{m<n}g(m,n)+E_{\mathrm{nuc}}\), where \(E_{\mathrm{nuc}}\) is the repulsion of the nuclei. Between two different determinants this constant contributes \(E_{\mathrm{nuc}}\det S\), and not \(E_{\mathrm{nuc}}\).

The orbitals of one determinant can be mixed among themselves by any invertible matrix \(T\) without changing the state. If \(b'_j=\sum_l b_lT_{lj}\), the matrix of orbital values \(b'_j(x_n)\) is the old matrix times \(T\). By the product rule for determinants, \(\Phi_{B'}=\det(T)\,\Phi_B\). The overlap rule agrees with this, since \(S'=ST\) and \(\det S'=\det S\det T\). The factor \(\det T\) multiplies every matrix element with \(\Phi_B\) on the right. For a unitary \(T\) it is a phase, so the sign or phase of a single off-diagonal element has no physical meaning. It drops out of energies computed consistently from all the elements.

The Slater-Condon rules appear when both determinants take their orbitals from one orthonormal set and the shared orbitals stand in matching positions. If all orbitals are shared, \(S\) is the unit matrix. The nonzero cofactors are then \(C_{ii}=1\) and, for ordered pairs, \(C_{ik,ik}=1\), which gives

\[
\sum_ih_{ii}+\sum_{i<k}(g_{ik,ik}-g_{ik,ki}).
\]

If the orbital in position \(p\) differs, row \(p\) and column \(p\) of \(S\) contain only zeros. A minor that keeps either of them vanishes, so both have to be struck out. The overlap is zero, the one-electron element is \(h_{pp}=\langle a_p|h|b_p\rangle\), and the two-electron element is

\[
\sum_{k\ne p}(g_{pk,pk}-g_{pk,kp}).
\]

If positions \(p<q\) differ, two rows and two columns of zeros have to go. What survives is \(g_{pq,pq}-g_{pq,qp}\), while the one-electron element vanishes. With three or more differences, every element considered here is zero.

## The inverse overlap, singular cases and an example

In what follows, \(\Phi_A\) and \(\Phi_B\) are determinants of \(N\) spin orbitals \(a_i\) and \(b_j\), with \(S_{ij}=\langle a_i|b_j\rangle\), \(h_{ij}=\langle a_i|h|b_j\rangle\) and \(g_{ik,jl}=\langle a_ia_k|g|b_jb_l\rangle\). The first- and second-order cofactors \(C_{ij}\) and \(C_{ik,jl}\) are the signed determinants of \(S\) with one row and column, or two rows and columns, struck out. The second-order cofactor is antisymmetric in \(i,k\) and in \(j,l\). The results obtained above are

\[
\langle\Phi_A|\Phi_B\rangle=\det S,\qquad
\Big\langle\sum_nh(n)\Big\rangle_{AB}=\sum_{ij}h_{ij}C_{ij},\qquad
\Big\langle\sum_{m<n}g(m,n)\Big\rangle_{AB}=\frac12\sum_{ikjl}g_{ik,jl}C_{ik,jl},
\]

where \(\langle O\rangle_{AB}\) is short for \(\langle\Phi_A|O|\Phi_B\rangle\).

When \(\det S\neq0\), the cofactors can be obtained from the inverse \(R=S^{-1}\). To see this, add an arbitrary matrix \(X\) to \(S\) and sort \(\det(S+X)\) by powers of \(X\). In each product of the determinant, choose the rows that supply an element of \(X\). The factor left over is by definition a cofactor, so

\[
\det(S+X)=\det S+\sum_{ij}X_{ij}C_{ij}+\frac12\sum_{ikjl}X_{ij}X_{kl}C_{ik,jl}+\cdots .
\]

On the other hand \(\det(S+X)=\det S\,\det(1+Y)\) with \(Y=RX\). In \(\det(1+Y)\), the terms with one factor \(Y\) come from the identity permutation and add up to \(\operatorname{tr}Y\). The terms with two factors come from the identity and from single interchanges:

\[
\sum_{m<n}(Y_{mm}Y_{nn}-Y_{mn}Y_{nm})=\tfrac12\left[(\operatorname{tr}Y)^2-\operatorname{tr}Y^2\right].
\]

The traces are \(\operatorname{tr}Y=\sum_{ij}R_{ji}X_{ij}\) and \(\operatorname{tr}Y^2=\sum_{ikjl}R_{li}X_{ij}R_{jk}X_{kl}\). Since \(X\) is arbitrary, the coefficients on the two sides must agree:

\[
C_{ij}=\det S\;R_{ji},\qquad
C_{ik,jl}=\det S\,\left(R_{ji}R_{lk}-R_{jk}R_{li}\right).
\]

In second order, the monomial \(X_{ij}X_{kl}\) occurs twice in each unrestricted sum, with equal coefficients, so the factor \(\tfrac12\) drops out of the comparison. The matrix elements become

\[
\Big\langle\sum_nh(n)\Big\rangle_{AB}=\det S\sum_{ij}h_{ij}R_{ji},
\]

\[
\Big\langle\sum_{m<n}g(m,n)\Big\rangle_{AB}=\frac{\det S}{2}\sum_{ikjl}g_{ik,jl}\left(R_{ji}R_{lk}-R_{jk}R_{li}\right).
\]

The overlap and the one- and two-electron matrix elements between determinants of nonorthogonal orbitals are now expressed through \(S\) and its cofactors, and for \(\det S\neq0\) the cofactors follow from the inverse of \(S\). What remains is the meaning of the inverse form, the singular case \(\det S=0\), a numerical test of the rules and the example of LiH.
